# Interaction energy of a periodic point dipole in a cubic cell, part 1

(Sections cited here and not found follow in the second part.)

## I. The lattice potential and the theorem

A supercell calculation places a molecule or a defect in a box and repeats the box through all space. If the object carries an electric dipole moment, the repeated copies carry it too, and the computed energy contains the interaction of each dipole with its images. The quantity wanted is often the energy of a single object. How much energy do the images add when the box is cubic, the dipole is small and no medium screens it?

### Setting and assumptions

The algebra uses Gaussian electrostatics, which coincides with the Hartree atomic form: two charges \(q_1,q_2\) at distance \(r\) have energy \(q_1q_2/r\). For numbers in eV and angstrom, with charges in units of \(e\), energies are multiplied by \(e^2/(4\pi\varepsilon_0)=14.399645\) eV Å. A dipole vector points from negative to positive charge.

The assumptions are these.

**A1.** The cell repeats on a simple, body-centred or face-centred cubic Bravais lattice with vectors \(\mathbf R\). The edge of the conventional cube is \(L\), and \(V\) is the volume per lattice point. For the simple cubic lattice \(V=L^3\).

**A2.** Each cell holds one copy of a neutral charge density \(\rho\), with dipole moment
\[
\mathbf p=\int \mathbf r\,\rho(\mathbf r)\,d^3r,\qquad \int\rho(\mathbf r)\,d^3r=0 .
\]
The density is rigid: it does not respond to the images. No other medium is present.

**A3.** The electric field averaged over a cell is zero. This is the tin-foil condition, named after a conducting wrapping that holds the whole outer surface of a large sample at one potential.

**A4.** The source is small. Precisely, \(\rho\) lies in a ball of radius \(a\), with \(a\to0\) at fixed \(\mathbf p\), and \(\int|\rho|\,d^3r\le \kappa p/a\) with a fixed number \(\kappa\). Two charges \(\pm q\) a distance \(d\) apart, with \(qd=p\) held fixed, are an example.

The energy of a point dipole in its own field is infinite. The meaningful quantity is therefore
\[
U=E_{\rm per}-E_{\rm iso},
\]
where \(E_{\rm per}\) is the electrostatic energy per cell of the array and \(E_{\rm iso}\) that of one isolated copy. The difference is formed at finite \(a\), and then \(a\to0\).

**Theorem.** Under A1 to A4,
\[
\boxed{\,U=-\frac{2\pi p^2}{3V}\,}
\]
for every direction of \(\mathbf p\).

### Lemma 1: the potential under tin-foil conditions

Let \(\mathbf G\) denote the reciprocal lattice vectors, and define
\[
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\]
Then the potential of the array is, up to a constant,
\[
\phi(\mathbf r)=\int\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r'.
\]

*Proof.* Each term of \(\nabla^2\psi\) acquires the factor \(-G^2\), so
\[
\nabla^2\psi=-\frac{4\pi}{V}\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r}
=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{V}.
\]
The last step uses \(V^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)\), the Fourier series of one unit charge per cell, and removes its \(\mathbf G=0\) term. Thus \(\psi\) is the potential of unit charges in a uniform neutralizing background. Integrating against \(\rho\) gives
\[
\nabla^2\phi=-4\pi\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)+\frac{4\pi}{V}\int\rho\,d^3r'.
\]
The last term vanishes by neutrality, so \(\phi\) solves Poisson's equation for the array. Because \(\phi\) is periodic, the cell average of \(-\nabla\phi\) is zero, as A3 demands.

If another potential has the same charges and a periodic field with zero average, it is also periodic. Its difference from \(\phi\) is then periodic and harmonic, hence bounded, hence constant. ∎

The average in A3 includes the field inside the source. This matters in the point limit. The field of an isolated dipole, integrated over a small ball of radius \(b\) with outward normal \(\mathbf n\), is
\[
\int_{\rm ball}\mathbf E\,d^3r=-\oint\phi\,\mathbf n\,dS
=-\oint\frac{\mathbf p\cdot\mathbf n}{b^2}\,\mathbf n\,b^2d\Omega=-\frac{4\pi}{3}\mathbf p .
\]
It does not shrink with \(b\). Dropping this contact part from the average would describe a different boundary condition.

### Lemma 2: the image potential near the origin

Define \(w(\mathbf r)=\psi(\mathbf r)-1/r\), the potential left when the unit charge at the origin is removed. For \(r\le L/2\), \(w\) is smooth and
\[
w(\mathbf r)=w(0)+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right).
\]

*Proof.* Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\), the delta function at the origin cancels. The other lattice points lie farther away than \(L/2\), so within this ball
\[
\nabla^2w=\frac{4\pi}{V}.
\]
Also \(\nabla^2r^2=6\), so \(w-2\pi r^2/(3V)\) is harmonic there, and harmonic functions are smooth.

The set of reciprocal vectors has the full symmetry of the cube. The sum for \(\psi\), and with it \(w\), is therefore unchanged by inversion, by the mirrors \(x\to-x\), \(y\to-y\), \(z\to-z\), and by permutations of the axes. Inversion removes all odd powers from the Taylor series. The mirror \(x\to-x\) changes the sign of \(\partial_x\partial_yw(0)\), which must then be zero; the other mixed derivatives vanish likewise. Permutations make the three remaining second derivatives equal. Their sum is \(4\pi/V\), hence
\[
\partial_i\partial_jw(0)=\frac{4\pi}{3V}\,\delta_{ij}.
\]
The quadratic Taylor term is half this matrix contracted with \(r_ir_j\), which is \(2\pi r^2/(3V)\).

For the size of the remainder, write \(\mathbf G=\mathbf g/L\), where \(\mathbf g\) belongs to the lattice of unit edge. The prefactor \(1/V\) scales as \(L^{-3}\) and \(1/G^2\) as \(L^2\). Thus \(w(\mathbf r)=L^{-1}f(\mathbf r/L)\), with \(f\) independent of \(L\). A fourth-order term in \(f\) gives \(L^{-1}(r/L)^4=r^4/L^5\). ∎

The curvature comes from the background that accompanies each periodic unit charge. For a neutral source the backgrounds cancel as charge densities, but the curvature of \(w\) still acts on the separation between positive and negative charge.

### Lemma 3: the energy in terms of the image potential

For a neutral density,
\[
U=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\]

*Proof.* The electrostatic energy per cell is the field energy. Let \(\rho_{\rm tot}\) be the density of the whole array. Integration by parts gives
\[
E_{\rm per}=\frac1{8\pi}\int_{\rm cell}|\nabla\phi|^2d^3r
=-\frac1{8\pi}\int_{\rm cell}\phi\,\nabla^2\phi\,d^3r
=\frac12\int_{\rm cell}\rho_{\rm tot}\,\phi\,d^3r .
\]
The surface terms cancel between opposite faces because \(\phi\) is periodic. Periodicity also lets the integral over one cell of \(\rho_{\rm tot}\phi\) be replaced by the integral over all space of \(\rho\phi\), with \(\rho\) a single copy. Lemma 1 then gives
\[
E_{\rm per}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\]
The isolated energy has the same form with \(1/|\mathbf r-\mathbf r'|\) in place of \(\psi\). Subtraction leaves \(w\). ∎

For point charges the two self-energies are separately infinite. Spreading each charge slightly, subtracting and then shrinking the spread leaves the finite value \(w(0)\), so the formula remains usable.

### Proof of the theorem

Insert Lemma 2 into Lemma 3. The constant \(w(0)\) multiplies \((\int\rho)^2=0\). For the quadratic term,
\[
|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\,\mathbf r\cdot\mathbf r'.
\]
The first two parts each contain a factor \(\int\rho=0\). The third gives
\[
\iint\rho(\mathbf r)\rho(\mathbf r')|\mathbf r-\mathbf r'|^2d^3r\,d^3r'=-2\,\mathbf p\cdot\mathbf p=-2p^2 .
\]
Therefore
\[
U=\frac12\cdot\frac{2\pi}{3V}\cdot(-2p^2)+\text{remainder}=-\frac{2\pi p^2}{3V}+\text{remainder}.
\]
Separations within the source are at most \(2a\), which is below \(L/2\) once \(a<L/4\). The remainder is then at most a constant times \((\int|\rho|)^2a^4/L^5\), and by A4 this is at most a constant times \(p^2a^2/L^5\). It vanishes as \(a\to0\). ∎

### Remark: the field of the images

The same result can be read as the energy of a dipole in the field of its images. Put \(-q\) at the origin and \(+q\) at \(\mathbf d\). The potential is \(q[\psi(\mathbf r-\mathbf d)-\psi(\mathbf r)]\), which tends to \(-\mathbf p\cdot\nabla\psi\) for small \(\mathbf d\). The images supply the part \(-\mathbf p\cdot\nabla w\), and their field at the origin is
\[
\mathbf E_{\rm im}=\nabla(\mathbf p\cdot\nabla w)\big|_0=\frac{4\pi}{3V}\,\mathbf p .
\]
It is parallel to the dipole, so the interaction lowers the energy. The images grow together with the dipole. Raising the moment by \(d\mathbf p\) changes the interaction energy by \(-\mathbf E_{\rm im}\cdot d\mathbf p\), and integration from zero gives
\[
U=-\int_0^p\frac{4\pi p'}{3V}\,dp'=-\frac12\,\mathbf p\cdot\mathbf E_{\rm im}=-\frac{2\pi p^2}{3V}.
\]
The factor one half is absent for a dipole in a field whose sources are fixed.

### Example: a cell of 10 Å

Take the round values \(L=10\) Å and \(p=1\) \(e\) Å, with a simple cubic cell of volume 1000 Å\(^3\). Then
\[
U=-\frac{2\pi}{3}\cdot\frac{1^2}{1000}\cdot14.399645\ \text{eV}=-0.030159\ \text{eV},
\]
or \(-30.159\) meV. The image field is
\[
E_{\rm im}=\frac{4\pi}{3}\cdot\frac{1}{1000}\cdot14.399645\ \text{V/Å}=0.060317\ \text{V/Å}.
\]
To estimate the isolated energy, one subtracts \(U\), which means adding 0.030159 eV to the energy per cell. At fixed \(p\) the term falls as \(L^{-3}\), so doubling the edge reduces it eightfold.

### Remark: where cubic symmetry and neutrality enter

For a general lattice the Hessian \(H_{ij}=\partial_i\partial_jw(0)\) need not be isotropic. The proof then gives, in the point limit,
\[
U=\frac12\cdot\frac12\sum_{ij}H_{ij}(-2p_ip_j)=-\frac12\sum_{ij}p_iH_{ij}p_j .
\]
The trace of \(H\) is still \(4\pi/V\), but its division among the axes depends on the cell. Numerical second derivatives of \(w\), taken with a step of \(10^{-3}\) conventional edge, gave \(VH_{zz}=4.18880\), 4.18879 and 4.18879 for the simple, body-centred and face-centred cubic lattices. The expected value is \(4\pi/3=4.18879\).

A tetragonal cell with \(c/a=1.5\) gave \(VH_{xx}=6.7556\) and \(VH_{zz}=-0.9447\). For a dipole along the long axis of that cell the energy is positive, so using the cubic formula there would give even the wrong sign.

Neutrality is equally necessary. If the cell has net charge \(Q\), the constant term contributes \(\tfrac12Q^2w(0)\), and the quadratic integral becomes \(2Q\int r^2\rho\,d^3r-2p^2\). The value of \(p\) then depends on the origin, and the dipole term by itself has no independent meaning.

## II. The missing Fourier term, the boundary and finite sources

The symbols are as before: \(p\) is the dipole in each cubic cell of volume \(V\) and conventional edge \(L\), and \(U\) is the energy per cell minus that of an isolated source. The function \(\psi\) is the zero-mean periodic potential of a unit charge with its background, and \(w=\psi-1/r\). The results needed are
\[
U=\frac12\iint\rho\rho' w,\qquad
w=w(0)+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right),\qquad
U=-\frac{2\pi p^2}{3V},
\]
the last in the point limit with zero average field. The image field at the dipole is \(4\pi\mathbf p/(3V)\).

### Proposition 1: the energy is the missing term at \(\mathbf G=0\)

Smear the dipole with a normalized Gaussian \(g\) of width \(\sigma\):
\[
\rho=-\mathbf p\cdot\nabla g,\qquad g(\mathbf r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}} .
\]
Then
\[
U=-\frac{2\pi p^2}{3V}+E_{\rm iso}\sum_{\mathbf R\ne0}e^{-R^2/4\sigma^2},\qquad
E_{\rm iso}=\frac{p^2}{12\sqrt\pi\,\sigma^3}.
\]

*Proof.* With \(\hat\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r\), the Gaussian has transform \(e^{-k^2\sigma^2/2}\), so \(\hat\rho=-i\,\mathbf p\cdot\mathbf k\,e^{-k^2\sigma^2/2}\). Inserting the Fourier series of \(\psi\) in \(E_{\rm per}=\frac12\iint\rho\rho'\psi\) gives
\[
E_{\rm per}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|\hat\rho(\mathbf G)|^2}{G^2}
=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{(\mathbf p\cdot\mathbf G)^2}{G^2}e^{-G^2\sigma^2}.
\]
Among vectors of equal length, cubic symmetry replaces \(G_iG_j/G^2\) by its average \(\delta_{ij}/3\), by the mirror and permutation argument used for \(w\). Hence
\[
E_{\rm per}=\frac{2\pi p^2}{3V}\sum_{\mathbf G\ne0}e^{-G^2\sigma^2}.
\]
For the isolated source the sum \(V^{-1}\sum_{\mathbf G}\) becomes \(\int d^3k/(2\pi)^3\), and the average over directions again gives one third:
\[
E_{\rm iso}=\frac{2\pi p^2}{3}\int\frac{d^3k}{(2\pi)^3}e^{-k^2\sigma^2}
=\frac{2\pi p^2}{3}\cdot\frac{1}{8\pi^{3/2}\sigma^3}=\frac{p^2}{12\sqrt\pi\,\sigma^3}.
\]

To compare sum and integral, let
\[
F(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}e^{-k^2\sigma^2}e^{i\mathbf k\cdot\mathbf r}=\frac{e^{-r^2/4\sigma^2}}{8\pi^{3/2}\sigma^3}.
\]
The periodic function \(\sum_{\mathbf R}F(\mathbf r-\mathbf R)\) has Fourier coefficients \(e^{-G^2\sigma^2}/V\). At \(\mathbf r=0\) this gives the Poisson summation formula
\[
\frac1V\sum_{\mathbf G}e^{-G^2\sigma^2}=F(0)+\sum_{\mathbf R\ne0}F(\mathbf R).
\]
Moving the \(\mathbf G=0\) term, \(1/V\), to the right and multiplying by \(2\pi p^2/3\) gives
\[
E_{\rm per}=E_{\rm iso}-\frac{2\pi p^2}{3V}+\frac{2\pi p^2}{3}\sum_{\mathbf R\ne0}F(\mathbf R).
\]
Since \(F(\mathbf R)=F(0)e^{-R^2/4\sigma^2}\) and \(\frac{2\pi p^2}{3}F(0)=E_{\rm iso}\), the claim follows. ∎

The quantity \((\mathbf p\cdot\mathbf G)^2/G^2\) has no unique limit as \(\mathbf G\to0\): it depends on the direction of approach. Its directional average is \(p^2/3\), and the omission of that average from the periodic sum is the whole interaction energy, apart from the exponentially small overlap term.

With \(L=10\) Å, \(\sigma=1\) Å and \(p=1\) \(e\) Å along \((1,2,3)\), the reciprocal sum gave 0.646852 eV. A separate real-space integral for the isolated source gave 0.677011 eV. The difference is \(-0.030159\) eV, equal to the point value to the digits shown. The nearest images enter the overlap sum with the factor \(e^{-25}\).

Under tin-foil conditions, the images change the energy of a small, rigid dipole in a cubic cell by \(-2\pi p^2/(3V)\), and for a Gaussian-smeared dipole this is the directional average missing at \(\mathbf G=0\), apart from an exponentially small overlap term. What remains is to see how the result changes with a different boundary, a dipole of finite length, a source that responds to its images, and a host medium.
